\section*{Recovering phonon mean-free-path accumulation from thermal-grating conductivities}

\section{The result}

A temperature pattern of period $L$ and wavenumber $q=2\pi/L$ decays in a film at a rate $\gamma$. With $C$ the heat capacity per volume, the apparent conductivity is $k(q)=\gamma C/q^2$. It departs from the bulk value $k_{\rm b}$ when phonons cross a good part of a period without scattering, and it falls below $k_{\rm b}$ when those phonons hold only a small part of $C$. Let $\alpha(\Lambda)$ be the fraction of $k_{\rm b}$ carried by phonons with mean free path up to $\Lambda$. For phonons moving in the plane of the film, with relaxation-time scattering and $\gamma\tau\ll1$ for every lifetime $\tau$ that matters,
\begin{equation}
\frac{k(q)}{k_{\rm b}}=\int_0^\infty \frac{d\alpha}{d\Lambda}\,S(q\Lambda)\,d\Lambda,\qquad
S(x)=\frac{2}{s(s+1)},\quad s=\sqrt{1+x^2}.
\label{forward}
\end{equation}
With $u=\ln\Lambda$ and a density $f(u)$ proportional to $d\alpha/du$, an estimate of $\alpha$ follows from
\begin{equation}
\min_{f\ge0}\Big[\chi^2(f)+\lambda\int (f')^2du\Big],
\label{objective}
\end{equation}
where $\chi^2$ measures the misfit to the data, including the bulk conductivity as a datum at $q=0$. After discretisation the minimum is unique. It is an estimate of limited resolution, not an exact inverse, and it needs the paths that produce the signal to be much longer than $k/(Cv)$, with $v$ the phonon speed. In the example below, with 1\,\% noise, the root-mean-square error of $\alpha$ is about 0.02 for paths in the range $L/2\pi$ spanned by the periods; at shorter paths it is larger.

The equations contain no unit-dependent constants and hold in any consistent units, atomic units included.

\section{Three phonon groups by hand}

Take one grating and groups of phonons with $x=q\Lambda=0,\sqrt3,\sqrt8$. Then $s=1,2,3$ and $S=1,\tfrac13,\tfrac16$. Let $f_1,f_2,f_3$ be their shares of the bulk conductivity.

\textbf{Why positivity is needed.} Keep the first two groups. Suppose noise makes the grating value exceed the bulk value: $f_1+f_2=1$ and $f_1+\tfrac13f_2=1.02$. Subtraction gives $\tfrac23f_2=-0.02$, so $f_2=-0.03$ and $\alpha$ would decrease. With $f_2\ge0$ and equal errors, the least-squares answer is $f_2=0$, $f_1=1.01$, the mean of the data. To confirm it, note that the residuals (model minus datum) are $0.01$ and $-0.01$. The derivative of half the squared misfit with respect to $f_2$ is $0.01-\tfrac13(0.01)>0$, so raising $f_2$ makes the fit worse.

\textbf{Why smoothness is needed.} Now use all three groups, with true shares $(\tfrac12,\tfrac14,\tfrac14)$. The noise-free data are $1$ and $\tfrac12+\tfrac1{12}+\tfrac1{24}=\tfrac58$. Two data cannot fix three shares. A change $n$ is invisible if $n_1+n_2+n_3=0$ and $n_1+\tfrac13n_2+\tfrac16n_3=0$. Subtracting gives $\tfrac23n_2+\tfrac56n_3=0$, so $n=(1,-5,4)$ up to a factor. Every
\[
f=(\tfrac12+t,\ \tfrac14-5t,\ \tfrac14+4t)
\]
fits the data. Positivity limits $t$ to $-\tfrac1{16}\le t\le\tfrac1{20}$, which still leaves $\alpha_2=f_1+f_2=\tfrac34-4t$ anywhere from 0.55 to 1.

Now choose the smoothest member, with zero share beyond the last group. Minimise
\[
(f_2-f_1)^2+(f_3-f_2)^2+(0-f_3)^2
=(\tfrac14+6t)^2+(9t)^2+(\tfrac14+4t)^2 .
\]
Half its derivative is $6(\tfrac14+6t)+81t+4(\tfrac14+4t)=\tfrac52+133t$. Hence $t=-5/266\approx-0.019$, inside the allowed interval. The shares are $(0.481,0.344,0.175)$ and the accumulation is $(0.481,0.825,1)$, against the true $(0.5,0.75,1)$. The data are matched, but the answer depends on the smoothness assumption. The general method has the same three ingredients, with noise deciding how strongly to smooth.

\section{Where the kernel comes from}

Let group $j$ have heat capacity $C_j$, speed $v$, lifetime $\tau_j$ and path $\Lambda_j=v\tau_j$, with directions $\theta$ uniform in the plane. Its bulk conductivity is $k_j=\tfrac12C_jv\Lambda_j$, the half being the mean of $\cos^2\theta$. Let $g_j(\theta)$ be its excess energy density in direction $\theta$, normalised so that $g_j=C_jT$ in local equilibrium at temperature deviation $T$. The Boltzmann equation is
\[
\partial_t g_j+v\cos\theta\,\partial_x g_j=-(g_j-C_jT)/\tau_j .
\]
For a dependence $e^{iqx-\gamma t}$ and $x_j=q\Lambda_j$, multiplying by $\tau_j$ gives
\[
g_j=\frac{C_jT}{a_j+ix_j\cos\theta},\qquad a_j=1-\gamma\tau_j .
\]
Assume $a_j>0$. In the average over $\theta$ the part odd in $\cos\theta$ vanishes. With $t=\tan\theta$,
\begin{align}
\Big\langle\frac1{a+ix\cos\theta}\Big\rangle
&=\Big\langle\frac{a}{a^2+x^2\cos^2\theta}\Big\rangle
=\frac a\pi\int_{-\infty}^{\infty}\frac{dt}{a^2(1+t^2)+x^2}\nonumber\\
&=\frac{1}{\sqrt{a^2+x^2}} .
\end{align}

Let the remaining heat capacity $C_r=C-\sum_jC_j$, which carries no heat, follow $T$. It gains the energy that the moving phonons lose in collisions:
\[
-\gamma C_rT=\sum_j\frac{\langle g_j\rangle-C_jT}{\tau_j}
\ \Rightarrow\
\gamma C_r=\sum_j\frac{C_j}{\tau_j}\Big[1-\frac1{\sqrt{a_j^2+x_j^2}}\Big].
\]
Add $\gamma\sum_jC_j$ to both sides and divide by $q^2$. Since $C_j=2k_j/(v\Lambda_j)$, one has $C_j/(\tau_jq^2)=2k_j/x_j^2$, and
\begin{equation}
k(q)=\sum_jk_jS_\gamma,\qquad
S_\gamma=\frac2{x^2}\Big[1+\gamma\tau-\frac1{\sqrt{(1-\gamma\tau)^2+x^2}}\Big].
\label{finite}
\end{equation}
At $\gamma\tau\to0$ the bracket becomes $1-1/s$. Because $x^2=(s-1)(s+1)$, the kernel becomes $2/[s(s+1)]$, which is $S$ in (\ref{forward}).

The first correction is $S_\gamma-S\approx(2/x^2)\gamma\tau(1-s^{-3})$. Dividing by $S=(2/x^2)(1-s^{-1})$ gives the relative correction $\gamma\tau(1+s^{-1}+s^{-2})$, a first-order term that lies between $\gamma\tau$ and $3\gamma\tau$. The expansion is not uniform at small $x$. There the second-order term is $-2(\gamma\tau)^2/x^2=-2(\gamma/qv)^2$, and the relative correction is about $\gamma\tau\,[3-2k/(Cv\Lambda)]$. It falls under $\gamma\tau$ for paths below $k/(Cv)$ and changes sign near $2k/(3Cv)$. In the film below these are 11 and 7\,nm, shorter than its shortest path of 15\,nm, where the correction is about $1.5\gamma\tau$. Since $(\gamma/qv)^2=\gamma\tau\,k/(Cv\Lambda)$ and $k\lesssim\tfrac12Cv\Lambda_{\max}$, this term is at most of order $\gamma\tau_{\max}$. Hence (\ref{forward}) gives $k(q)$ to a small relative error when $\gamma\tau\ll1$ for the longest lifetime that carries heat. The information on paths lies in the deficit $k_{\rm b}-k$, and this asks for more. At small $x$ the correction $3\gamma\tau$ scales as $q^2$, like the signal $1-S\approx\tfrac34x^2$, and their ratio is $4k/(Cv\Lambda)$ at any period. The deficit is reliable only for $\Lambda\gg k/(Cv)$. For a single group holding all of $C$, $C_r=0$ requires $(1-\gamma\tau)^2+x^2=1$, so $k/k_{\rm b}=2(1-\sqrt{1-x^2})/x^2\approx1+\tfrac14x^2$ for $x<1$. This lies above the bulk value: at $x=0.3$ it is 1.024 with $\gamma\tau=0.046$, while $S=0.937$.

For long periods $S\approx1-\tfrac34x^2$, and bulk conduction returns. For $x\gg1$, $S\approx2/x^2$, and long-path phonons contribute little. If directions are isotropic in three dimensions, the average of $3\mu^2/(1+x^2\mu^2)$ over the direction cosine $\mu$ replaces $S$ by $3(1-x^{-1}\arctan x)/x^2$.

\section{What the data can resolve}

Integrate (\ref{forward}) by parts. The boundary terms vanish because $\alpha(0)=0$ and $S(\infty)=0$:
\begin{equation}
\frac{k(q)}{k_{\rm b}}=\int\alpha\,w(qe^u)\,du,\quad
w=-xS'(x)=\frac{2(2s+1)(s-1)}{s^3(s+1)}\ge0 .
\end{equation}
The last form uses $ds/dx=x/s$ and $dS/ds=-2(2s+1)/[s^2(s+1)^2]$. The area of $w$ over $\ln x$ is $S(0)-S(\infty)=1$, so each datum is a weighted average of $\alpha$ over a range of $\ln\Lambda$.

Add a ripple $\varepsilon\cos(\omega u)$ to $\alpha$. Shifting the integration variable by $\ln q$ shows that the data acquire a ripple of amplitude $\varepsilon|\hat w(\omega)|$, with $\hat w=\int w\,x^{z-1}dx$ and $z=i\omega$. For $0<{\rm Re}\,z<2$, integration by parts gives $\hat w=z\int S\,x^{z-1}dx$. Insert $S=2\langle c^2/(1+c^2x^2)\rangle$, where $c=\cos\theta$, and use
\[
\int_0^\infty\frac{x^{z-1}dx}{1+c^2x^2}=\frac{\pi|c|^{-z}}{2\sin(\pi z/2)},\qquad
\langle|c|^\nu\rangle=\frac{\Gamma(\frac{\nu+1}2)}{\sqrt\pi\,\Gamma(\frac\nu2+1)} .
\]
With $\nu=2-z$,
\begin{equation}
\hat w=\frac{z\sqrt\pi}{\sin(\pi z/2)}\,
\frac{\Gamma(\frac{3-z}{2})}{\Gamma(2-\frac z2)} .
\end{equation}
Since $w\sim x^2$ at small $x$ and $w\sim x^{-2}$ at large $x$, the integral for $\hat w$ is analytic across ${\rm Re}\,z=0$, and the formula holds at $z=i\omega$. For large $\omega$, $|\hat w|\approx2\sqrt{2\pi\omega}\,e^{-\pi\omega/2}$.

The values at $\omega=1,2,3,4$ are 0.66, 0.24, 0.068 and 0.017. At $\omega=2.71$ the transfer is 0.1, so a ripple of amplitude 0.1 in $\alpha$ changes the data by 0.01 of $k_{\rm b}$, about the 1\,\% noise of one datum. Such a ripple repeats once per factor $e^{2\pi/\omega}\approx10$ in path. Many data lower this threshold somewhat, but the exponential makes fine detail expensive. Monotonicity supplies separate information: a ripple is admissible only where its steepest descent, $\varepsilon\omega$, does not exceed the slope of the smooth part of $\alpha$. The ripple above needs a slope of 0.27; in the film below $d\alpha/du$ is smaller everywhere (0.23 at 159\,nm, 0.12 at 1000\,nm), so monotonicity alone excludes it there.

\section{The general inversion}

Divide $u$ into $N$ cells of width $h$ and let $f$ be constant on each. Then $\alpha$ is piecewise linear in $u$. Let $y_i=k_i/k_0$, where $k_0$ is the measured bulk value, and let $\epsilon$ be the relative noise. Define $A_{ij}=\int_{{\rm cell}\,j}S(q_ie^u)du$. The bulk datum is $y_0=1$ with $A_{0j}=h$. Minimise over $f_j\ge0$
\begin{equation}
\Phi=\sum_{i}\frac{\big(\sum_jA_{ij}f_j-y_i\big)^2}{\epsilon^2y_i^2}
+\lambda R,\quad
R=\frac1h\sum_{j=1}^{N}(f_{j+1}-f_j)^2,
\end{equation}
with $f_{N+1}=0$. The factor $1/h$ comes from $\int(f')^2du\approx\sum h(\Delta f/h)^2$. The sum of $f$ is left free because the bulk value is itself noisy. Afterwards
\[
\alpha_m=\sum_{j\le m}f_j\Big/\sum_{j\le N}f_j
\]
rises from 0 to 1 by construction.

\textbf{Uniqueness.} If $R=0$, then $f_N=f_{N+1}=0$, hence $f_{N-1}=0$, and so on down to $f_1$. For $\lambda>0$ the quadratic form in $\Phi$ is therefore positive definite. Write it as $f^{\rm T}Hf$. A strictly convex function of this kind has one minimum on the set $f\ge0$.

\textbf{Recognising the minimum.} It satisfies $\partial_j\Phi\ge0$ for all $j$, with $\partial_j\Phi=0$ where $f_j>0$. Conversely, if these conditions hold, convexity gives for any admissible $g$
\[
\Phi(g)-\Phi(f)\ge\nabla\Phi\cdot(g-f)=\nabla\Phi\cdot g\ge0 .
\]
Nonnegative least squares finds this point.

\textbf{What the constraint gains.} Let $f^{\rm u}$ be the unconstrained minimum at the same $\lambda$. Then $\nabla\Phi(f)=2H(f-f^{\rm u})$, and the inequality above says $(f^{\rm u}-f)^{\rm T}H(g-f)\le0$. With $\|a\|_H^2=a^{\rm T}Ha$,
\begin{align}
\|f^{\rm u}-g\|_H^2&=\|f^{\rm u}-f\|_H^2+\|f-g\|_H^2
-2(f^{\rm u}-f)^{\rm T}H(g-f)\nonumber\\
&\ge\|f-g\|_H^2 .
\end{align}
The constraint cannot move the estimate away from any admissible density in this norm. The inequality does not by itself promise a smaller error of $\alpha$ at each path.

\textbf{Choosing $\lambda$.} Let $\lambda_1<\lambda_2$ have minima with misfits $\chi_1^2,\chi_2^2$ and roughnesses $R_1,R_2$. Each is best for its own $\lambda$:
\[
\chi_1^2+\lambda_1R_1\le\chi_2^2+\lambda_1R_2,\qquad
\chi_2^2+\lambda_2R_2\le\chi_1^2+\lambda_2R_1 .
\]
Adding gives $(\lambda_2-\lambda_1)(R_2-R_1)\le0$, so $R_2\le R_1$. The first inequality then gives $\chi_1^2\le\chi_2^2$. Since the misfit does not decrease with $\lambda$, bisection can find the value where $\chi^2=\max(M,\chi^2_{\min}+1)$. Here $M$ is the number of data and $\chi^2_{\min}$ is taken at a very small $\lambda$. The first entry matches the expected noise; the second leaves room for smoothing when the noise cannot be fitted to $\chi^2=M$.

\section{A suspended MoS$_2$ film}

The layered structure of MoS$_2$ motivates the in-plane kernel for modes that are nearly two-dimensional; the model applies it to all modes as a simplification. The film is modelled at 300\,K with $v=4$\,km/s and $C=2$\,MJ/(m$^3$K). With reduced frequency $0<\xi<1$, the acoustic modes have
\[
dC_{\rm ac}=C_a\frac{2\xi^2d\xi}{\sqrt{\xi^2+\xi_c^2}},\qquad
\frac1\Lambda=\frac{\xi^2}{\Lambda_s}+\frac1{\Lambda_b},
\]
$C_a=0.8$\,MJ/(m$^3$K), $\Lambda_s=15$\,nm, $\Lambda_b=2000$\,nm and $\xi_c^2=15/500=0.03$. The mode density changes from three-dimensional ($\xi^2$) to two-dimensional ($\xi$) form near $\xi_c$. Put $\xi_b^2=\Lambda_s/\Lambda_b=0.0075$ and $d^2=\xi_c^2-\xi_b^2=0.0225$. Then
\begin{align}
k_{\rm b}&=\tfrac12v\int\Lambda\,dC_{\rm ac}
=C_av\Lambda_s\int_0^1\frac{\xi^2d\xi}{(\xi^2+\xi_b^2)\sqrt{\xi^2+\xi_c^2}}\nonumber\\
&=C_av\Lambda_s\Big[\operatorname{arsinh}\frac1{\xi_c}
-\frac{\xi_b}{d}\arctan\frac{d}{\xi_b\sqrt{1+\xi_c^2}}\Big].
\end{align}
Here $\xi^2/(\xi^2+\xi_b^2)=1-\xi_b^2/(\xi^2+\xi_b^2)$, and in the second part $t=\xi/\sqrt{\xi^2+\xi_c^2}$ turns the integrand into $\xi_b^2\,dt/(\xi_b^2+d^2t^2)$. The prefactor is 48\,W/(m\,K) and the bracket is $2.454-0.601=1.853$, so $k_{\rm b}=88.9$\,W/(m\,K). The true $\alpha(\Lambda)$ is the same integral from $\xi(\Lambda)$ to 1, divided by its full value, because higher frequencies have shorter paths.

Sixteen periods from 1 to 30\,$\mu$m and the bulk value give $M=17$. Synthetic data are sums over this mode spectrum, not products with the matrix $A$, with 1\,\% Gaussian noise. The inversion uses 36 cells from 10 to 5000\,nm. Over 40 noisy data sets:
\begin{center}
\begin{tabular}{rccc}
$\Lambda$ (nm) & true $\alpha$ & mean & spread\\
200 & 0.656 & 0.656 & 0.022\\
500 & 0.841 & 0.831 & 0.015\\
1000 & 0.946 & 0.932 & 0.018\\
2000 & 1.000 & 0.983 & 0.010
\end{tabular}
\end{center}
The spread is one standard deviation. At 2000\,nm the error is one-sided: the true $\alpha$ is 1, so any density placed at longer paths lowers the estimate. The path at $\alpha=0.8$ is 399\,nm (about 7500 bohr); the recovered value is $421\pm30$\,nm (about $7900\pm600$ bohr). These offsets are mostly a smoothing bias, not noise: noise-free data inverted at the typical chosen strength, $\lambda\approx1.3\times10^3$, give $\alpha$ too low by 0.005, 0.009, 0.016 and 0.017 at the four paths, and 417\,nm at $\alpha=0.8$. The misfit rule is not optimal here. For one batch of 40 noise draws it gives an error of 0.017 in the window defined below, while fixed $\lambda=10$, $10^2$, $10^3$ and $10^4$ give 0.014, 0.009, 0.011 and 0.024. A fixed value near the typical choice thus does clearly better, so much of the loss comes from the scatter of the chosen $\lambda$ between data sets; the best fixed value is known here only because the true $\alpha$ is known.

Errors of $\alpha$ are quoted as root-mean-square values over 159 to 4775\,nm, the range $L/2\pi$ of the periods. About a quarter of this window lies above 2000\,nm, where $\alpha=1$, and 60\,\% of $k_{\rm b}$ is carried by paths below it. The full method gives 0.018; other batches of noise draws give 0.014 to 0.019, so differences of a few thousandths between batches are not significant. Between 20 and 159\,nm the error is 0.04 to 0.05, and about 0.08 if the grid starts at 1\,nm, so there the estimate depends on the assumed range. Almost no smoothing ($\lambda=10^{-2}$) gives 0.048, and $\lambda=10^{-5}$ about 0.06. Dropping monotonicity at the same $\lambda$ gives 0.021, and 15 of the 40 curves then decrease somewhere (5 to 7 of 30 with other noise draws). At a given, well-chosen $\lambda$ monotonicity thus changes the average error little and mainly removes inadmissible curves. It also steadies the choice of $\lambda$: if the same misfit rule is applied to the unconstrained fit, the error is 0.03 to 0.05, close to that of almost no smoothing. With 20 data sets each and $\lambda$ chosen afresh, noise of 0.1\,\% gives 0.008 and noise of 3\,\% gives 0.025. Thirty times less noise lowers the error only three- to fivefold, depending on the noise draws. A slow gain is what the rapid fall of $\hat w$ suggests, but that link was not tested separately.

\section{When the kernel is not quite right}

At $L=1\,\mu$m the longest-lived phonons have $\gamma\tau=0.58$, which is not small. Equation (\ref{finite}) gives 59.2\,W/(m\,K), the static kernel 56.1, a difference of 5.6\,\% of the static value. At 30\,$\mu$m the two agree to better than 0.1\,\%, but the deficits $k_{\rm b}-k$ are 0.47 and 0.50\,W/(m\,K), and this 6\,\% difference persists at longer periods. Equation (\ref{finite}) was tested on a reduced film of six phonon groups and 64 directions at a period of 2\,$\mu$m. The slowest eigenvalue of the discretised Boltzmann operator gives 69.92\,W/(m\,K), as does (\ref{finite}); the static kernel gives 68.22.

Data built from the Boltzmann equation and read with the static kernel give an error of 0.024 over 20 data sets. The mean misfit at weakest smoothing is 11.3 for 17 data, so a good fit does not expose the wrong kernel. Since $\gamma$ is measured, $S_\gamma$ is also a known kernel once $v$ is given, and the problem stays linear in $f$. For the same noise draws it lowers the error to 0.018, and taking $v=3$ instead of 4\,km/s leaves it at 0.018. With other draws the three values are 0.019, 0.017 and 0.019, so the gain is modest and can be lost with a wrong speed. The root-mean-square value hides a systematic shift that opposes the smoothing bias: for noise-free data at $\lambda=10^3$ the static kernel raises $\alpha$ at 200\,nm by 0.035 and moves the path at $\alpha=0.8$ from 414 to 370\,nm. With $v=4$\,km/s, trial cells beyond about 3400\,nm have $\gamma\tau>1$ at the shortest period, outside the derivation. There $x>21$, and the term whose sign is in doubt is about $2/x^3\approx2\times10^{-4}$, far below the noise.

For comparison with real MoS$_2$, an in-plane bulk conductivity near 100\,W/(m\,K), a heat capacity near 2\,MJ/(m$^3$K) and acoustic speeds of several km/s are rough typical values, and the model lies close to them. The boundary path of 2\,$\mu$m is a choice and depends on the sample. The datum $k_0$ must therefore be the long-period conductivity of the film itself, and $\alpha$ is that of the film. Without the boundary term the same spectrum gives 117.8\,W/(m\,K); taking $k_0=100$ instead of 88.9 raises the error of $\alpha$ to about 0.10 and the misfit to about 40. Real phonons also move out of the plane. Low-frequency modes with the three-dimensional density and an ellipsoidal dispersion obey the isotropic kernel, with $\Lambda$ the in-plane speed times $\tau$, however strong the anisotropy, because rescaling the out-of-plane wavevector makes the in-plane velocity component isotropically distributed. In this model those are the modes with $\xi<\xi_c$: paths above 400\,nm and 20\,\% of $k_{\rm b}$ as counted with the in-plane factor $\tfrac12$. With the factor $\tfrac13$ that such modes have, the share is 14\,\% and $k_{\rm b}$ is 83\,W/(m\,K). Modes just above $\xi_c$ lie between the two kernels. If all modes obey the isotropic kernel, data read with the in-plane kernel give an error of 0.022 (0.017 with other noise draws). Part of the kernel error cancels against the smoothing bias; for noise-free data the path at $\alpha=0.8$ comes out at 350 to 360\,nm instead of 399. Bose statistics with a top acoustic energy of 0.030\,eV change the film's true $\alpha$ by less than 0.01 in the window; this alters the quantity sought, not the inversion. If $k_0$ is measured without use of $C$, an error in $C$ scales all grating values against it: a $C$ that is 5\,\% too low gives an error of about 0.05 while the mean misfit stays just below $M$, and one 5\,\% too high gives about 0.025 with a misfit near 30. With the static kernel $C$ cancels if $k_0$ comes from a long-period decay rate times the same $C$, or if the bulk datum is left out, which here gives 0.018. Mode-dependent speeds, collisions beyond the relaxation-time form and uneven heating through the thickness have not been sized. The quoted errors therefore describe recovery within this model, not the full uncertainty of a measurement.

\section*{Computed results}
\begin{verbatim}
velocity 4.0 km/s; temperature 300 K
heat capacity total 2.00, acoustic parameter 0.80, acoustic sum 0.753 MJ/(m3 K)
paths: short 15, crossover 500, boundary 2000 nm
bulk conductivity of the model film 88.94 W/(m K)
data: 16 periods + bulk value, noise 1.0 %
grid: 36 cells, 10 to 5000 nm, log step 0.1726
error window 159 to 4775 nm
period (nm) | k static | k Boltzmann (W/(m K)) | gamma*tau_max
     1000    56.056    59.171    0.5840
     1974    67.985    69.678    0.1764
     3898    77.492    78.293    0.0509
     7696    83.897    84.217    0.0140
    15195    87.200    87.307    0.0037
    30000    88.440    88.470    0.0010
eigenvalue test, period 2000 nm: k 69.9211, finite-rate formula 69.9211, static 68.2211 W/(m K)
kernel transfer at log-frequency 1, 2, 3, 4: 0.6597, 0.2422, 0.0684, 0.0173
transfer 0.1 at log-frequency 2.712; ripple period is a factor 10.14 in path
path (nm) | true alpha | mean recovered | standard deviation
   200    0.6556    0.6560    0.0221
   300    0.7432    0.7396    0.0140
   500    0.8415    0.8312    0.0146
  1000    0.9457    0.9321    0.0177
  2000    1.0000    0.9833    0.0102
path at alpha = 0.8: true 399.1 nm, recovered 420.6 +- 30.0 nm
same in atomic units: true 7542, recovered 7949 bohr
median log10 of smoothing strength 3.11
mean chi2 at weakest smoothing 11.80 for 17 data
rms alpha error, 1 % noise, 40 data sets: 0.0176
rms alpha error, almost no smoothing: 0.0477
rms alpha error, no monotonicity: 0.0210; non-monotone fits 15 of 40
rms alpha error at 0.1 % noise 0.0076, at 3 % noise 0.0252 (20 data sets each)
Boltzmann data, 1 % noise, 20 data sets each:
  static kernel: rms error 0.0237, mean weakest-smoothing chi2 11.28
  finite-rate kernel: rms error 0.0177, mean weakest-smoothing chi2 11.03
  finite-rate kernel, velocity taken as 3.0 km/s: rms error 0.0181
isotropic 3D data read with in-plane kernel: rms error 0.0223
Bose statistics, top energy 0.030 eV: largest change of true alpha 0.0093
\end{verbatim}
